\section*{Fuchs–Sondheimer film conductivity from the Boltzmann equation and from electron paths}

\section{A film thinner than the mean free path}

A free-electron metal with electron density $n=8.0\times10^{28}\,\mathrm{m^{-3}}$ and bulk mean free path $\lambda=40\,\mathrm{nm}$ has a resistivity of $1.71\,\mathrm{\mu\Omega\,cm}$. Made into a film of thickness $d=20\,\mathrm{nm}$, whose surfaces randomize four out of five electrons that strike them, it has a resistivity of $2.90\,\mathrm{\mu\Omega\,cm}$. The film is half as thick as the mean free path, yet its resistivity rises by only 69\%. In addition, electrons with $|v_z|<0.2\,v_F$, where $z$ is the film normal, carry 42\% of the current, against 30\% in the bulk.

Both facts follow from one integral. Let $p$ be the probability that a surface reflects an electron specularly, equal at both surfaces and independent of angle. With $\kappa=d/\lambda$ and $\mu=|v_z|/v_F$, the conductivity averaged over the thickness is
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2\kappa}\int_0^1(\mu-\mu^3)\,
\frac{1-e^{-\kappa/\mu}}{1-p\,e^{-\kappa/\mu}}\,d\mu .
\label{fs}
\end{equation}
Here $\sigma_0$ is the bulk conductivity. The result is derived first from the Boltzmann equation with wall conditions, then by following electrons back along their paths.

\section{First derivation: the Boltzmann equation}

\subsection{Linear equation and bulk solution}

The film fills $0<z<d$, and a uniform field $E$ points along $x$. Electrons have charge $-e$, mass $m$ and energy $\varepsilon=\hbar^2k^2/2m$. Bulk scattering is described by a constant relaxation time $\tau$, with $\lambda=v_F\tau$. In the steady state the distribution $f(z,\mathbf k)$ obeys
\begin{equation}
v_z\frac{\partial f}{\partial z}-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau},
\end{equation}
where $f_0(\varepsilon)$ is the Fermi function. Write $f=f_0+g$ and keep terms linear in $E$. The field term then contains $\partial f_0/\partial k_x=\hbar v_xf_0'$, with $f_0'=df_0/d\varepsilon$, so that
\begin{equation}
v_z\frac{\partial g}{\partial z}+\frac{g}{\tau}=eEv_xf_0'(\varepsilon).
\label{bte}
\end{equation}
Far from any surface the derivative vanishes and $g=g_0=eE\tau v_xf_0'$. The current density $-2e\int v_xg_0\,d^3k/(2\pi)^3$, with the factor 2 for spin, gives
\begin{align}
\sigma_0&=-2e^2\tau\int\frac{d^3k}{(2\pi)^3}v_x^2f_0'
=-\frac{2e^2\tau}{\hbar}\int\frac{d^3k}{(2\pi)^3}v_x\frac{\partial f_0}{\partial k_x}\nonumber\\
&=\frac{2e^2\tau}{\hbar}\int\frac{d^3k}{(2\pi)^3}f_0\frac{\partial v_x}{\partial k_x}
=\frac{ne^2\tau}{m}.
\end{align}
The third form is an integration by parts; the last uses $\partial v_x/\partial k_x=\hbar/m$.

\subsection{What the walls impose}

Let $g_+$ refer to $v_z>0$ and $g_-$ to $v_z<0$. At $z=0$ the electrons that leave the wall are a fraction $p$ of mirror-reflected ones and a diffuse part, isotropic and of unchanged energy:
\begin{equation}
f_+(v_x,v_y,v_z)=p\,f_-(v_x,v_y,-v_z)+(1-p)F(\varepsilon).
\end{equation}
No electrons accumulate at the wall, so at each energy the outgoing and incoming fluxes are equal. The specular part returns a fraction $p$ of the incoming flux, and the diffuse part must return the rest. Hence $F$ is the average of $f_-$ over incoming directions with weight $|v_z|$.

To find $F$, split $g$ into parts even and odd in $v_x$. The right side of \eqref{bte} is odd, so the even part $g_e$ obeys the equation without a source, with the same wall rule. Let $M$ be the largest $|g_e|$ among electrons arriving at either wall, on a shell of speed $v$. A wall returns a weighted mean of arriving values, so departing values do not exceed $M$. Crossing the film multiplies them by $e^{-d/(\tau|v_z|)}\le e^{-d/(\tau v)}$. Therefore $M\le e^{-d/(\tau v)}M$, which forces $M=0$.

Thus $g$ is odd in $v_x$, its flux average vanishes, and $F=f_0$. Oddness also makes the angular average of $g$ zero, so relaxation towards $f_0$ conserves the electron number. The wall conditions become
\begin{equation}
g_+(0)=p\,g_-(0),\qquad g_-(d)=p\,g_+(d),
\label{bc}
\end{equation}
each relating mirror-image velocities. In a numerical solution of the kinetic equation that kept the diffuse term and started from a wrong value of order one, in units where the bulk amplitude is one, this term fell below $10^{-10}$.

\subsection{Solution across the film}

On the Fermi surface $\tau|v_z|=\lambda\mu$. The general solutions of \eqref{bte} are
\begin{equation}
g_+=g_0\left[1-Ae^{-z/(\lambda\mu)}\right],\qquad
g_-=g_0\left[1-Be^{-(d-z)/(\lambda\mu)}\right].
\end{equation}
Each deviation from $g_0$ decays away from the wall which the electrons have left. Since $g_0$ does not depend on $v_z$ at fixed energy and $v_x$, it cancels from \eqref{bc}. With $q=e^{-\kappa/\mu}$,
\begin{equation}
1-A=p(1-Bq),\qquad 1-B=p(1-Aq).
\end{equation}
Subtraction gives $B-A=-pq(B-A)$. Because $1+pq>0$, $A=B$. The first condition then reads $1-A=p-pqA$, so
\begin{equation}
A=\frac{1-p}{1-pq}.
\label{A}
\end{equation}

\subsection{Current and thickness average}

For $k_BT\ll E_F$ the factor $-f_0'$ restricts the current to the Fermi surface. The ratio $\sigma(z)/\sigma_0$ is then the average of $g/g_0$ over directions with weight $v_x^2$. After integration over azimuth this weight is proportional to $1-\mu^2$. Both signs of $v_z$ contribute, and normalization requires a factor $3/4$, since $\int_{-1}^{1}(1-c^2)dc=4/3$. Thus
\begin{equation}
\frac{\sigma(z)}{\sigma_0}=1-\frac34\int_0^1(1-\mu^2)A
\left[e^{-z/(\lambda\mu)}+e^{-(d-z)/(\lambda\mu)}\right]d\mu .
\label{local}
\end{equation}
For the example at 300 K, with $\tau$ held constant, thermal broadening changes $\sigma/\sigma_0$ by a relative amount of about $10^{-5}$.

The thickness average of the first exponential is
\begin{equation}
\frac1d\int_0^d e^{-z/(\lambda\mu)}dz=\frac{\mu}{\kappa}(1-q),
\label{avg}
\end{equation}
and the second gives the same. Their sum supplies a factor 2, and $\frac34\cdot2=\frac32$. With \eqref{A} this is \eqref{fs}. The substitution $\mu=1/t$, $d\mu=-dt/t^2$ gives the equivalent form
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2\kappa}\int_1^\infty
\left(\frac1{t^3}-\frac1{t^5}\right)\frac{1-e^{-\kappa t}}{1-p\,e^{-\kappa t}}\,dt .
\end{equation}

\section{Second derivation: paths since the last randomizing event}

\subsection{Energy gained from the field}

Take an electron now at height $z$ with velocity $\mathbf v$ and follow it back to the last event that randomized its direction, in the bulk or at a wall. Let $T$ be the time since then and $L=v_FT$ the path length. Specular reflections in between reverse $v_z$ but conserve $v_x$, so to zeroth order in $E$ the electron has moved by $v_xT$ along the field. The field has done work $\Delta\varepsilon=-eEv_xT$.

The population emitted by randomizing events is isotropic. The mirror operation $x\to-x$ reverses $E$ but leaves the film and an isotropic population unchanged. This population is therefore even in $E$ and equals $f_0$ to linear order. Between events, and through specular reflections, $f$ is constant along the path, so its present value is $f_0$ at the energy of emission:
\begin{equation}
f=\langle f_0(\varepsilon-\Delta\varepsilon)\rangle
\simeq f_0+eEv_x\langle T\rangle f_0'.
\end{equation}
In the bulk $\langle T\rangle=\tau$, which returns $g_0$. In the film $g/g_0=\langle L\rangle/\lambda$. Let $u_x=v_x/v_F$, whose mean square over directions is $1/3$. Averaging over height, direction and scattering history gives
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3\langle u_x^2L\rangle}{\lambda}.
\label{path}
\end{equation}

\subsection{Mean path at a given angle}

Let $a$ be the distance, measured along $z$, to the wall the electron came from. Going back, it meets that wall after a path $s_1=a/\mu$, and further walls at intervals $D=d/\mu$. The probability that no bulk event occurred within a path $s$ is $e^{-s/\lambda}$, and each wall passed contributes a factor $p$. The mean of a positive length is the integral of the probability that it exceeds $s$, so
\begin{align}
\langle L\rangle&=\int_0^{s_1}e^{-s/\lambda}ds
+\sum_{m=1}^{\infty}p^m\int_{s_1+(m-1)D}^{s_1+mD}e^{-s/\lambda}ds\nonumber\\
&=\lambda(1-e^{-s_1/\lambda})
+\lambda e^{-s_1/\lambda}(1-q)\sum_{m=1}^{\infty}p^mq^{m-1}.
\end{align}
Here $e^{-D/\lambda}=q$. The sum is $p/(1-pq)$, and therefore
\begin{equation}
\frac{\langle L\rangle}{\lambda}
=1-e^{-s_1/\lambda}\,\frac{(1-pq)-p(1-q)}{1-pq}
=1-\frac{1-p}{1-pq}\,e^{-a/(\lambda\mu)} .
\end{equation}
The amplitude $A$ has reappeared as a sum over wall encounters. Electrons are spread uniformly over the thickness, so the average over $a$ is again \eqref{avg}:
\begin{equation}
\frac{\bar L(\mu)}{\lambda}=1-(1-p)\frac{\mu}{\kappa}\,\frac{1-q}{1-pq}.
\label{Lbar}
\end{equation}
For isotropic directions $\mu$ is uniform on $(0,1)$, and the azimuthal average of $u_x^2$ is $(1-\mu^2)/2$. Equation \eqref{path} becomes
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)\frac{\bar L(\mu)}{\lambda}\,d\mu .
\label{angle}
\end{equation}
The constant term in \eqref{Lbar} gives $\frac32\cdot\frac23=1$, and the other gives the integral in \eqref{fs}.

\subsection{Why grazing electrons carry more}

With $y=\kappa/\mu$, the loss in \eqref{Lbar} is $(1-p)$ divided by
\begin{equation}
y\,\frac{1-pe^{-y}}{1-e^{-y}}=py+(1-p)\frac{y}{1-e^{-y}} .
\end{equation}
Both terms are non-decreasing in $y$, and their sum increases. For $p<1$ the mean path is therefore longer at smaller $\mu$. Electrons nearly parallel to the film lose the least, which raises their share of the current. For $\mu<0.2$ the share is $\frac32(0.2-0.2^3/3)=0.296$ in the bulk, 0.424 in the example and 0.755 at $\kappa=0.01$ with the same $p$, a value that presupposes a mean free path long enough to keep $k_Fd\gg1$, with $k_F$ the Fermi wave number.

\section{Limits}

\subsection{Thick film}

The identity
\begin{equation}
\frac{1-q}{1-pq}=1-(1-p)\frac{q}{1-pq}=1-(1-p)\sum_{n=1}^{\infty}p^{n-1}q^n
\end{equation}
separates the first wall encounter from the corrections due to finite thickness. Define $E_j(x)=\int_1^\infty e^{-xt}t^{-j}dt=\int_0^1\mu^{j-2}e^{-x/\mu}d\mu$. Since $\int_0^1(\mu-\mu^3)d\mu=1/4$,
\begin{align}
\frac{\sigma}{\sigma_0}&=1-\frac{3(1-p)}{8\kappa}+R,\nonumber\\
R&=\frac{3(1-p)^2}{2\kappa}\sum_{n=1}^{\infty}p^{n-1}\left[E_3(n\kappa)-E_5(n\kappa)\right].
\label{series}
\end{align}
For $p<1$, $R$ is positive. Because $q<e^{-\kappa}$ for $\mu<1$ and $1-pq\ge1-p$, it is smaller than $3(1-p)e^{-\kappa}/(8\kappa)$. The correction to the linear conductivity formula is thus exponentially small for thick films. To first order in $1/\kappa$ the resistivity is
\begin{equation}
\frac{\rho}{\rho_0}\simeq1+\frac{3(1-p)}{8\kappa}.
\label{thick}
\end{equation}
Inverting the conductivity has dropped terms of order $1/\kappa^2$. They raise the resistivity while $R$ lowers it, so the two omissions partly cancel at moderate $\kappa$. For $p=0.2$ the estimate is 3.9\% below the full resistivity at $\kappa=1$ and 4.4\% above it at $\kappa=0.1$. The inversion converges only for $3(1-p)/(8\kappa)<1$, that is $\kappa>0.3$ for $p=0.2$. The error changes sign between $\kappa=0.1$ and $0.2$, where the linear conductivity $1-3(1-p)/(8\kappa)$ is already negative, so the agreement there does not show that the expansion is valid.

\subsection{Thin film}

Let $S(x)=E_3(x)-E_5(x)$. From $E_j'=-E_{j-1}$ and $E_j(0)=1/(j-1)$ for $j>1$ follow $S(0)=1/4$, $S'(0)=-2/3$ and $S''=E_1-E_3$. For small $x$, $E_1=-\ln x-\gamma+O(x)$, with Euler's constant $\gamma$, and $E_3=\frac12+O(x)$. Integrating $S''=-\ln x-\gamma-\frac12+O(x)$ twice gives
\begin{equation}
S(x)=\frac14-\frac{2x}{3}+\frac{x^2}{2}\left(\ln\frac1x+1-\gamma\right)+O(x^3).
\end{equation}
Put $x=n\kappa$ into \eqref{series} and use
\begin{equation}
\sum_{n\ge1} p^{n-1}=\frac1{1-p},\quad
\sum_{n\ge1} np^{n-1}=\frac1{(1-p)^2},\quad
\sum_{n\ge1} n^2p^{n-1}=\frac{1+p}{(1-p)^3}.
\end{equation}
The constant in $S$ contributes $+3(1-p)/(8\kappa)$ and the linear term contributes $-1$. These cancel the first two terms of $\sigma/\sigma_0$. What remains is
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq\frac{3\kappa}{4}\left[\frac{1+p}{1-p}
\left(\ln\frac1\kappa+1-\gamma\right)-(1-p)^2\sum_{n\ge1} n^2\ln n\;p^{n-1}\right].
\label{thin}
\end{equation}
About $1/(1-p)$ reflections matter in the sums, so the condition is $\kappa\ll1-p$. At $\kappa=0.01$ and $p=0.2$ the law gives 0.0507 and the integral 0.0508. Estimate \eqref{thick} would give a resistivity ratio of 31 there, against $1/0.0508\simeq19.7$. With the $\lambda=40\,\mathrm{nm}$ of the example, $\kappa=0.01$ would mean $d=0.4\,\mathrm{nm}$ and $k_Fd\approx5$, outside the semiclassical regime. Such small $\kappa$ is meaningful only when $\lambda$ is much longer, as in a pure metal at low temperature.

The logarithm comes from the spread of angles. For $\mu\gg\kappa/(1-p)$, expanding \eqref{Lbar} to first order in $\kappa/\mu$ gives $\bar L/\lambda\simeq(1+p)\kappa/[2(1-p)\mu]$. In \eqref{angle} this produces $\int d\mu/\mu$, cut off at small $\mu$ where bulk scattering limits the path.

For $p=1$ at fixed $\kappa$, $A=0$ and the film has the bulk conductivity at any thickness: specular walls do not change $v_x$. The limits $p\to1$ and $\kappa\to0$ cannot be exchanged.

\section{Reading the example}

Here $\kappa=20/40=0.5$ and $p=0.2$. The integral over $\mu$ in \eqref{fs} is 0.17058, and its prefactor is $3\times0.8/(2\times0.5)=2.4$. Hence
\begin{equation}
\frac{\sigma}{\sigma_0}=1-2.4\times0.17058=0.5906,\qquad
\rho=\frac{1.711}{0.5906}\,\mathrm{\mu\Omega\,cm}=2.90\,\mathrm{\mu\Omega\,cm}.
\end{equation}
Estimate \eqref{thick} gives $2.74\,\mathrm{\mu\Omega\,cm}$, 5.5\% below the full result.

The local conductivity is $0.474\,\sigma_0$ at a wall and $0.632\,\sigma_0$ at the centre. Near one wall of a very thick film, \eqref{local} would give $1-\frac12(1-p)=(1+p)/2=0.6$. The wall value here is lower because the second exponential adds the effect of the far wall and $A$ exceeds $1-p$. Even the centre remains well below the bulk value, so the film is not a bulk core with two damaged skins.

The numerical solution of the kinetic equation agrees with the average and both local values to the digits quoted. A simulation of random paths, which samples \eqref{path} directly, gives $0.58955\pm0.00075$ (one standard error), 1.4 standard errors below the value 0.59062 from the integral. The numerical output lists these values and a table over $\kappa$.

\section{What each derivation assumes}

Both derivations are semiclassical and linear in the field. Both take a spherical band, one mean free path, uncorrelated wall encounters and a constant $p$. They express the same scattering model in different ways. The Boltzmann derivation assumes relaxation towards $f_0$ at a rate $1/\tau$. The path derivation assumes that each bulk event erases the memory of direction and that such events occur at a constant rate along the path. If bulk scattering is mainly through small angles, one event does not erase direction, and neither description holds without change.

They differ in how they establish that diffuse walls emit $f_0$. The first shows that the even part of $g$, which has no source, must vanish. The difference of two driven solutions also has no source and obeys the same wall rule, so the same argument proves that the driven solution is unique. The second uses mirror symmetry and takes for granted a unique steady state with a linear response. The first yields the current profile from two boundary constants. The second shows where the denominator $1-pq$ comes from: it sums the histories with any number of specular reflections.

A specularity $p(\mu)$ that depends on angle can be placed inside the integral in either derivation, because specular reflection conserves $\mu$ and the emitted population is still $f_0$ by symmetry. This matters in thin films. A surface step of height $h$ shifts the phase of a reflected wave by $2k_Fh\mu$, with $k_F$ the Fermi wave number, and this vanishes at grazing incidence. Constant $p$ is therefore least secure for the electrons that carry most of the current when $\kappa\ll1$.

Neither derivation contains grain boundaries or the quantization of motion across the film. The condition $k_Fd\gg1$ is necessary for treating $\mu$ as continuous, but it does not by itself guarantee that interference between successive reflections is negligible.

\section*{Computed values}
\begin{verbatim}
electron density n = 8.0e+28 m^-3
mean free path lambda = 40.0 nm
thickness d = 20.0 nm
specularity p = 0.20
temperature T = 300 K
kappa = d/lambda = 0.500
Fermi velocity = 1.5432e+06 m/s
Fermi energy = 6.770 eV
relaxation time tau = 25.92 fs
bulk resistivity = 1.7114 micro-ohm cm
angular integral over mu = 0.170575
film sigma/sigma0 = 0.59062
film rho/rho0 = 1.6931
film resistivity = 2.8976 micro-ohm cm
thick-film estimate of rho/rho0 = 1.6000
thick-film estimate of rho = 2.7382 micro-ohm cm
local sigma/sigma0 at wall = 0.47394
local sigma/sigma0 at centre = 0.63202
relative thermal shift of sigma/sigma0 = 9.4e-06
kinetic equation on a grid, same film:
  average sigma/sigma0 = 0.59062
  wall sigma/sigma0 = 0.47394
  centre sigma/sigma0 = 0.63202
  average sigma/sigma0 for p = 1: 1.000000
random paths: sigma/sigma0 = 0.58955, standard error 0.00075
current share of electrons with |v_z|/v_F < 0.2:
  bulk = 0.2960
  this film = 0.4236
  this film, random paths = 0.4219
  film with kappa = 0.01: 0.7545
very thin film, kappa = 0.01, same p:
  sigma/sigma0 from integral = 0.050845
  sigma/sigma0 from thin-film law = 0.050704
table: sigma/sigma0 for p = 0, 0.2, 0.5; then for p = 0.2
rho/rho0 from integral and rho/rho0 from thick-film estimate
  kappa   0.1: 0.2091 0.2609 0.3748 | 3.8329 4.0000
  kappa   0.2: 0.3230 0.3880 0.5195 | 2.5771 2.5000
  kappa   0.5: 0.5219 0.5906 0.7122 | 1.6931 1.6000
  kappa   1.0: 0.6839 0.7395 0.8291 | 1.3524 1.3000
  kappa   2.0: 0.8191 0.8543 0.9080 | 1.1706 1.1500
  kappa   5.0: 0.9251 0.9400 0.9625 | 1.0638 1.0600
  kappa  10.0: 0.9625 0.9700 0.9813 | 1.0309 1.0300
\end{verbatim}
